# Why the Slater-Kirkwood C6 with All Electrons Is an Upper Bound

## 1. A discrepancy with a definite sign

Two hydrogen atoms far apart attract with energy $-C_6/R^6$, where $C_6=6.499$ in Hartree atomic units for infinitely heavy nuclei (the finite proton mass raises it by 0.3%, to $6.517$). Suppose we knew only that the atom has static polarizability $4.5$ and one electron. Putting all its response at a single frequency chosen to fit these two facts gives $C_6=7.159$, which is 10% too large. The same recipe for beryllium, compared with time-dependent Hartree-Fock (TDHF), gives $462$ instead of $283$, which is 64% too large.

The sizes of the errors differ, but the sign is the same. For atoms in spherical ground states it has to be, provided that the electron number in the recipe counts every electron. These notes prove this and show what happens when a condition is dropped.

Atomic units ($\hbar=m_e=e=1$) are used throughout, with a few conversions at the end of examples. Frequencies are then also energies.

## 2. The polarizability as a sum over excitations

Consider a neutral atom with $N$ electrons and a fixed nucleus, non-relativistic, in a spherical, spatially non-degenerate ground state $|0\rangle$ of energy $E_0$. A spin degeneracy, as in hydrogen, plays no part, because the dipole operator does not act on spin. Let $Z=\sum_i z_i$ be the sum of the electron coordinates along $z$. The electron charge is $-1$, so the dipole moment is $-Z$, and a field $F\cos\omega t$ along $z$ adds $FZ\cos\omega t$ to the Hamiltonian $H$.

Write the perturbed state as $e^{-iE_0t}\left(|0\rangle+\sum_n c_n|n\rangle\right)$, with $\omega_n=E_n-E_0>0$ and $Z_{n0}=\langle n|Z|0\rangle$. To first order in $F$ the Schrödinger equation gives

$$i\dot c_n=\omega_n c_n+FZ_{n0}\cos\omega t .$$

Try $c_n=a\,e^{-i\omega t}+b\,e^{i\omega t}$. Matching the two exponentials gives $\omega a=\omega_n a+FZ_{n0}/2$ and $-\omega b=\omega_n b+FZ_{n0}/2$, so

$$a=-\frac{FZ_{n0}}{2(\omega_n-\omega)},\qquad b=-\frac{FZ_{n0}}{2(\omega_n+\omega)} .$$

By symmetry $\langle0|Z|0\rangle=0$. The induced dipole is therefore

$$-2\,\mathrm{Re}\sum_n Z_{0n}c_n=F\cos\omega t\sum_n|Z_{n0}|^2\left[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega}\right].$$

The bracket equals $2\omega_n/(\omega_n^2-\omega^2)$. Define the oscillator strength $f_n=2\omega_n|Z_{n0}|^2$ and replace $\omega$ by $i\omega$:

$$\alpha(i\omega)=\sum_n\frac{f_n}{\omega_n^2+\omega^2},\qquad f_n\ge0. \tag{1}$$

The sum includes an integral over the continuum. On the imaginary axis there are no resonances: $\alpha(i\omega)$ is positive and falls smoothly with $\omega$. The strengths are non-negative because every excitation from a ground state costs energy.

**The sum rule.** The potential energy depends on positions alone and commutes with $Z$. From $[z,p_z^2/2]=ip_z$ we get $[H,Z]=-iP$, with $P=\sum_i p_{z,i}$. Since $[Z,P]=iN$,

$$[Z,[H,Z]]=-i[Z,P]=N .$$

Writing out the same double commutator gives $2ZHZ-Z^2H-HZ^2$. Its ground-state expectation value is

$$2\sum_nE_n|Z_{n0}|^2-2E_0\sum_n|Z_{n0}|^2=\sum_nf_n .$$

Hence

$$\sum_nf_n=N . \tag{2}$$

Here $N$ counts all electrons, core included.

## 3. The single pole and the proof

The single-pole model has the form of one term of (1), with total strength $N$:

$$\alpha_1(i\omega)=\frac{N}{\Omega^2+\omega^2},\qquad \Omega^2=\frac{N}{\alpha(0)} . \tag{3}$$

It agrees with the true function at $\omega=0$, and it has the same leading behaviour $N/\omega^2$ at high frequency. The claim is that it lies above the true function in between.

Set $x_n=\omega_n^2$, $u=\omega^2$, $X=\Omega^2$, and introduce the weights $w_n=f_n/x_n\ge0$. Each weight is the contribution of one excitation to the static polarizability. Then

$$\sum_nw_n=\alpha(0),\qquad \sum_nw_nx_n=N=\alpha(0)X . \tag{4}$$

So $X$ is the weighted mean of the squared excitation energies. In the same notation

$$\alpha(i\omega)=\sum_nw_n\frac{x_n}{x_n+u},\qquad \alpha_1(i\omega)=\alpha(0)\frac{X}{X+u} .$$

The question is how the average of $x/(x+u)$ compares with its value at the average $x$. Over a common denominator,

$$\frac{x}{x+u}-\frac{X}{X+u}=\frac{u(x-X)}{(x+u)(X+u)} .$$

On the right, replace $1/(x+u)$ by means of

$$\frac1{x+u}=\frac1{X+u}-\frac{x-X}{(x+u)(X+u)} .$$

This gives

$$\frac{x}{x+u}=\frac{X}{X+u}+\frac{u(x-X)}{(X+u)^2}-\frac{u(x-X)^2}{(x+u)(X+u)^2} .$$

Put $x=x_n$, multiply by $w_n$ and sum. The linear term vanishes because $\sum_nw_n(x_n-X)=0$ by (4). What remains is

$$\alpha_1(i\omega)-\alpha(i\omega)=\frac{u}{(X+u)^2}\sum_n\frac{w_n(x_n-X)^2}{x_n+u}\ \ge0 . \tag{5}$$

This proves the pointwise bound. The sum converges: for large $x_n$ its terms approach $w_nx_n=f_n$, whose sum is $N$, and the $x_n$ do not approach zero.

Equation (5) also says what the excess measures, namely the spread of the squared excitation energies about their weighted mean $X$. For $\omega\ne0$ it vanishes only if all the strength sits at one frequency, as in a harmonically bound charge.

**Two limits.** For small $u$, replace $X+u$ and $x_n+u$ by $X$ and $x_n$, then expand the square:

$$\alpha_1-\alpha\simeq\frac{u}{X^2}\sum_nw_n\left(x_n-2X+\frac{X^2}{x_n}\right)=u\left[\sum_n\frac{f_n}{x_n^2}-\frac{\alpha(0)}{X}\right].$$

The excess thus starts in proportion to $\omega^2$. For large $u$, if $\sum_nf_nx_n$ is finite,

$$\alpha_1-\alpha\simeq\frac1{u^2}\sum_nw_n(x_n-X)^2=\frac1{u^2}\left[\sum_nf_nx_n-NX\right],$$

which falls as $\omega^{-4}$, faster than $\alpha$ itself. The relative error therefore vanishes at both ends and is largest at intermediate frequencies.

**A bound from below.** The function $x/(x+u)$ increases with $x$, since its derivative is $u/(x+u)^2$. If $\omega_1$ is the lowest dipole-allowed excitation energy, every $x_n$ that carries weight is at least $\omega_1^2$, so

$$\alpha(i\omega)\ge\alpha(0)\frac{\omega_1^2}{\omega_1^2+\omega^2} . \tag{6}$$

This is again a single pole with the correct static value, now placed at the lowest excitation. Since a mean cannot lie below the smallest member, $\Omega\ge\omega_1$.

## 4. From polarizabilities to C6

Place atoms A and B a distance $R$ apart along $z$, far enough that their electron clouds do not overlap. At leading order in $1/R$ the coupling of two neutral atoms is the dipole-dipole energy. The two negative signs of the electron charges cancel, leaving

$$V=\frac{X_AX_B+Y_AY_B-2Z_AZ_B}{R^3},$$

where $X_A$, $Y_A$, $Z_A$ are sums of the electron coordinates of A about its nucleus, and likewise for B. The mean dipoles vanish, so there is no first-order energy, and in second order both atoms must be excited.

For a spherical atom the $x$, $y$ and $z$ operators lead to mutually orthogonal states with equal matrix elements. The three terms of $V$ therefore do not interfere, and their squared coefficients add to $1+1+4=6$:

$$E^{(2)}=-\frac6{R^6}\sum_{m,n}\frac{|Z_{m0}|^2\,|Z_{n0}|^2}{\omega_m+\omega_n},$$

with $m$ on A and $n$ on B. Insert $|Z_{m0}|^2=f_m/(2\omega_m)$ and the same for $n$, and read off $C_6$ from $E^{(2)}=-C_6/R^6$:

$$C_6=\frac32\sum_{m,n}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)} . \tag{7}$$

To separate the two atoms we need an integral. For $a\ne b$, partial fractions give

$$\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac1{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)} , \tag{8}$$

and $a=b$ follows by continuity. Using (8) from right to left in (7), and then (1),

$$C_6=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega . \tag{9}$$

Both factors are non-negative, so replacing each by its larger single-pole form cannot lower the integral. With (8),

$$C_6\le\frac3\pi\,N_AN_B\,\frac{\pi}{2\Omega_A\Omega_B(\Omega_A+\Omega_B)} .$$

Now use $N=\alpha\Omega^2$ for each atom, writing $\alpha$ for $\alpha(0)$. The right side becomes $\frac32\alpha_A\alpha_B\,\Omega_A\Omega_B/(\Omega_A+\Omega_B)$. Dividing numerator and denominator by $\Omega_A\Omega_B$, and using $1/\Omega=\sqrt{\alpha/N}$, we obtain

$$C_6\le\frac32\,\frac{\alpha_A\alpha_B}{\sqrt{\alpha_A/N_A}+\sqrt{\alpha_B/N_B}} . \tag{10}$$

This is the Slater-Kirkwood formula with total electron numbers. For like atoms, combining it with the result of (6) gives a bracket:

$$\frac34\alpha^2\omega_1\le C_6\le\frac34\alpha^2\Omega=\frac34\sqrt N\,\alpha^{3/2} . \tag{11}$$

The ratio of its ends is $\Omega/\omega_1$, so the width of the bracket is known before $C_6$ is computed.

The formula can also be turned around, with an effective number $N_{\rm eff}$ chosen to reproduce a known $C_6$. For like atoms $N_{\rm eff}=[C_6/(\tfrac34\alpha^{3/2})]^2$, and (11) shows that $N_{\rm eff}\le N$.

## 5. Hydrogen

The field couples the 1s state to p waves. The response was computed with 16 radial functions $r^2e^{-r}L_k^{(4)}(2r)$, with $L_k^{(4)}$ a generalized Laguerre polynomial. It gives $\alpha(0)=4.5000$, strength sum $1.0000$ and $\omega_1=0.3750$. The fitted pole lies at

$$\Omega=\sqrt{1/4.5}=0.4714 .$$

| $\omega$ | bound (6) | $\alpha(i\omega)$ | $\alpha_1(i\omega)$ |
|---|---|---|---|
| 0.2 | 3.503 | 3.654 | 3.814 |
| 0.5 | 1.620 | 1.905 | 2.118 |
| 1.0 | 0.555 | 0.742 | 0.818 |
| 2.0 | 0.153 | 0.224 | 0.237 |

Relative to $\alpha(i\omega)$, the excess of the single pole is 4.4%, 11.1%, 10.2% and 5.5% in the four rows. It rises and falls as the two limits of (5) require.

The bracket (11) is

$$\tfrac34(4.5)^2(0.3750)=5.695\le C_6\le\tfrac34(4.5)^2(0.4714)=7.159 .$$

The integral (9) gives $C_6=6.49903$. Solving the second-order pair problem directly, without the frequency integral, gives the same digits. In other units $C_6$ is $3.88$ eV Å$^6$ and the upper bound is $4.28$ eV Å$^6$. The effective number is $N_{\rm eff}=(6.499/7.159)^2=0.824$. It is below one although the atom has just one electron, because that electron's strength is spread over many excitation energies.

## 6. Beryllium

Beryllium has a core and a valence shell. Its response was computed in TDHF, a mean-field theory, with 60 Gaussian functions of s, p and d type. The proof in Section 3 needs only non-negative strengths with a known sum, so it applies to this response as well. The computed sum is $4.0005$. The small excess over 4 comes with the finite basis and would raise the bound by less than 0.01%.

The static polarizability is $45.62$ from linear response. The Hartree-Fock energy in a weak static field of $0.002$ gives $45.64$. The lowest allowed excitation is at $\omega_1=0.1763$, and

$$\Omega=\sqrt{4/45.62}=0.2961 .$$

The bracket is

$$\tfrac34(45.62)^2(0.1763)\approx275\le C_6\le\tfrac34\sqrt4\,(45.62)^{3/2}\approx462 .$$

The TDHF value is $282.7$, or $168.9$ eV Å$^6$, against an upper bound of $276.2$ eV Å$^6$. The last digit depends on the basis: with denser sets of s and p functions the value drops by $0.2$ to $282.5$, and the strength sum approaches $4.0000$. It lies close to the lower end, whereas hydrogen lies near the middle of its bracket.

Why the upper end lies so far above the lower one can be read from the weights. The lowest excitation cannot contribute more than the whole static polarizability, so $f_1/\omega_1^2\le\alpha(0)$ and

$$f_1\le45.62\times(0.1763)^2=1.42 .$$

At least $4.00-1.42=2.58$ units of strength therefore lie at higher energies. There they count fully in the sum rule but are divided by a larger $\omega_n^2$ in the polarizability. They pull the mean $\Omega^2$ up to $2.8$ times $\omega_1^2$, while $C_6$ stays within 3% of the value for a pole at $\omega_1$. It is natural to assign much of this high-energy strength to the 1s core, but the calculation did not separate the shells.

**Counting valence electrons.** With $N=2$ the formula gives

$$\tfrac34\sqrt2\,(45.62)^{3/2}=327,$$

still above $283$ and closer to it. Nothing in the proof guarantees this. At $\omega=2$ the two-electron pole gives $2/(2/45.62+4)=0.4946$, barely above the TDHF value $0.4931$. At high enough frequency it must fall below, because $\omega^2\alpha$ tends to 4 for the atom and to 2 for this pole. The integral still comes out too large because the excess at lower frequencies outweighs the later deficit.

**An unlike pair.** For hydrogen with beryllium, (10) gives

$$\frac{1.5\times4.5\times45.62}{\sqrt{4.5}+\sqrt{45.62/4}}=\frac{308}{2.121+3.377}=56.0,$$

while the integral (9) gives $39.3$. The bound is 43% above that value, between the 10% and 64% of the two like pairs.

## 7. When the guarantee is lost

**Too few electrons.** Write the single pole as

$$\alpha_1(i\omega)=\left[\frac1{\alpha(0)}+\frac{\omega^2}{N}\right]^{-1} .$$

It increases with $N$, so an overestimated $N$ keeps the bound and loosens it. An underestimated $N$ removes the guarantee, and $C_6$ itself can then be underestimated. Take a model atom with strength 1 at energy $0.08$ (valence) and strength 9 at energy $1$ (core). Then

$$\alpha(0)=\frac1{0.08^2}+\frac9{1^2}=156.25+9=165.25 .$$

For two such atoms, (7) has a valence-valence, a mixed and a core-core part:

$$C_6=\tfrac34(156.25)^2(0.08)+2\cdot\frac32\cdot\frac{9}{0.08\times1\times1.08}+\tfrac34(9)^2(1)$$

$$=1464.8+312.5+60.8=1838.1 .$$

The formula with $N=1$ gives $\tfrac34(165.25)^{3/2}=1593$, which is 13% too small. With $N=10$ it gives $5038$, a valid bound but a loose one. The core supplies 5% of the static polarizability, yet the terms that involve it make up 20% of $C_6$. The choice $N=1$ puts the whole response at $\Omega=1/\sqrt{165.25}=0.0778$, just below the valence energy. The core's share of $\alpha(0)$ then falls off with frequency much too early, and the integral comes out too small.

**Excited states.** An excited atom can also make transitions downward, for which $\omega_n$ and $f_n$ are negative. A weight $w_n$ can then be negative, and (5) no longer has a definite sign. Take strengths $-0.1$ and $1.1$ at $|\omega_n|=0.3$ and $0.5$. They sum to 1 and give $\alpha(0)=3.289$. At $\omega=2$ the full function is $0.2344$ and the single pole $0.2323$, so the pointwise bound fails.

**A wrong static value.** The single pole also increases with $\alpha(0)$. An upper estimate of $\alpha(0)$ keeps the bound valid, while a value that is too small may spoil it.

## 8. Real atoms, and the way to adhesion

For beryllium the largest neglected effect examined here is electron correlation. Coupled-cluster theory with single and double excitations (CCSD), in the same basis and with the same weak field, gives $\alpha(0)=37.6$. The TDHF value is 21% above this. With the CCSD value, (11) gives

$$C_6\lesssim\tfrac34\sqrt4\,(37.6)^{3/2}\approx346,$$

which is 25% below the TDHF-based bound. It needs no calculation at any other frequency. CCSD in a finite basis is not exact, however, so $346$ is guaranteed to bound the real atom's coefficient only if the real $\alpha(0)$ does not exceed the value used, and here it probably does. Adding a tighter d shell and two f shells raises the CCSD value to $37.9$ and the bound to $349$; perturbative triple excitations then lower them to $37.7$ and $347$. The figure should therefore be read as about $350$, uncertain at the 1% level. Relativistic corrections have the relative scale $(Z_{\rm nuc}/c)^2=(4/137)^2\approx9\times10^{-4}$, with $Z_{\rm nuc}$ the nuclear charge.

The finite speed of light weakens the attraction at large separation. We take over the Casimir-Polder expression for the energy of two atoms in vacuum. With $y=\omega R/c$ it reads

$$U=-\frac1{\pi R^6}\int_0^\infty\alpha_A\alpha_B\,e^{-2y}\left(3+6y+5y^2+2y^3+y^4\right)d\omega .$$

As $y\to0$ it reduces to (9). For two beryllium atoms with the TDHF response, this dipole-dipole energy is $0.9997$ of $-C_6/R^6$ at 1 nm and $0.983$ at 10 nm. It is not the whole interaction: at 1 nm the dipole-quadrupole term $-C_8/R^8$ adds roughly 13% of the $C_6$ term, and at 10 nm about 0.1%. The factor multiplying $\alpha_A\alpha_B$ is positive, so the single-pole model also bounds the strength of this retarded dipole-dipole attraction from above.

In wet cleaning and polishing, dispersion forces can help to hold particles on surfaces, but the bound does not carry over directly to that case. In a liquid, the attraction depends on how the response of the particle differs from that of the liquid it displaces. Upper bounds on two quantities do not bound their difference. At contact the electron clouds overlap and the expansion in $1/R$ behind $C_6$ fails. The result therefore limits only the dipole-dipole part of the attraction between separated atoms in spherical ground states in vacuum. Terms that fall off faster, beginning with $1/R^8$, are not bounded here. No adhesion force should be inferred from the bound. The computed values are collected in the numerical output below.

## Computed results

```
HYDROGEN (atomic units unless stated)
alpha(0) = 4.500000; strength sum = 1.000000
lowest excitation = 0.375000
single-pole Omega = 0.471405
w, lower bound, alpha(iw), single pole, excess:
  0.2 3.50346 3.65383 3.81356 0.15973
  0.5 1.62000 1.90539 2.11765 0.21226
  1.0 0.55479 0.74244 0.81818 0.07574
  2.0 0.15283 0.22447 0.23684 0.01237
C6 from frequency integral = 6.49903
C6 from pair perturbation = 6.49903
C6 lower bound = 5.69531; upper bound = 7.15946
upper bound / C6 = 1.1016
N_eff = 0.8240
C6 = 3.883 eV A^6; upper = 4.278 eV A^6
BERYLLIUM, TDHF (atomic units unless stated)
s exponents 0.02 * 2.6^k, k=0..12; p: k=0..8
d exponents: 0.04 0.12 0.36 1.08 ; functions: 60
Hartree-Fock energy = -14.57254
alpha(0) linear response = 45.624
alpha(0) finite field = 45.637; field = 0.002
strength sum = 4.0005; electrons = 4
lowest allowed excitation = 0.17633
single-pole Omega = 0.29610
w, alpha(iw), single pole N=4:
  0.2 20.4476 31.3300
  0.5 5.5411 11.8458
  1.0 1.6702 3.6776
  2.0 0.4931 0.9786
C6 = 282.68
C6 lower bound = 275.28; upper bound N=4 = 462.25
upper bound / C6 = 1.6352
Slater-Kirkwood with valence N=2 = 326.86
N_eff = 1.4959
C6 = 168.9 eV A^6; upper = 276.2 eV A^6
H-Be: C6 = 39.283; upper bound = 56.007
NEGLECTED EFFECTS, BERYLLIUM
CCSD finite-field alpha(0) = 37.646
TDHF alpha(0) / CCSD alpha(0) = 1.2119
upper estimate of C6 from CCSD alpha(0) = 346.47
retarded / unretarded energy: 1 nm 0.9997, 10 nm 0.9832
relativistic scale (Z/c)^2 = 8.52e-04
TWO-SHELL MODEL: strengths 1.0 9.0 at energies 0.08 1.0
alpha(0) = 165.250; C6 = 1838.09
Slater-Kirkwood N=1: 1593.21; N=10: 5038.18
NEGATIVE STRENGTH: strengths -0.1 1.1 at energies 0.3 0.5
alpha(0) = 3.2889; at w=2: alpha = 0.23437, single pole = 0.23234
```
